# Film Thickness for Greatest Curvature in an Equal-Modulus Bilayer, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem for equal moduli

### Definitions and conventions

A film of thickness $h_f$ is bonded to the top of a substrate of thickness $h_s$. The total thickness is $h=h_f+h_s$, and the thickness ratio is $\eta=h_f/h_s$. The coordinate $z$ points upward from the mid-plane of the whole plate, so that the substrate occupies $-h/2<z<h/2-h_f$ and the film occupies $h/2-h_f<z<h/2$. Lengths parallel to the plate are measured by $x$ and $y$, or by the distance $r$ from the centre.

The misfit strain $\varepsilon$ says how much shorter the film would be than the substrate if the two were separated. A free film would have the in-plane strain $-\varepsilon$ in every direction, measured from the length of the free substrate. For $\varepsilon>0$ the bonded film is stretched. The formulas also hold for $\varepsilon<0$; the curvature then changes sign, and "greatest" refers to its magnitude. In the proofs $\varepsilon>0$ is taken.

The upward deflection is $w$, and the curvature is $\kappa=\partial^2w/\partial x^2=\partial^2w/\partial y^2$. Positive $\kappa$ means that the edges stand higher than the centre. Tensile stress is positive. For an isotropic material with Young's modulus $E$ and Poisson ratio $\nu$, the biaxial modulus is
$$M=\frac{E}{1-\nu}.$$
Micrometres, megapascals and kelvins are the natural units for this problem and are used in the example.

### Assumptions

1. Both layers are linear elastic and isotropic in the plane, and have the same biaxial modulus $M$.
2. The misfit $\varepsilon$ is uniform through the film and equal in all in-plane directions. It keeps its value when plates with different film thicknesses are compared.
3. The bond does not slip, and neither layer yields, creeps or cracks.
4. The plate is free of outside forces, and its width is much greater than $h$.
5. The deflection is small enough for the stretching caused by bending into a cap to be neglected. Part II turns this into a numerical condition.

### Lemma 1: strain and stress in the interior

**Statement.** Away from the edge, the in-plane normal strain is the same in all directions and has the form
$$e(z)=e_0-\kappa z,$$
where $e_0$ is the strain of the mid-plane. The in-plane stress is $\sigma=Me$ in the substrate and $\sigma=M(e+\varepsilon)$ in the film.

**Proof.** Let the plate form the shallow cap $w=\kappa(x^2+y^2)/2$. In a thin plate, a line that was perpendicular to the mid-plane stays perpendicular to it. The line at position $x$ therefore tilts by the slope $\partial w/\partial x=\kappa x$, and a point at height $z$ on it moves sideways by $-z\kappa x$. Adding a uniform stretch of the mid-plane gives the displacement
$$u_x=e_0x-z\kappa x=(e_0-\kappa z)x .$$
Its derivative with respect to $x$ is $e_0-\kappa z$. The same argument for $y$ gives the same strain, and there is no in-plane shear because $u_x$ does not depend on $y$ and $u_y$ does not depend on $x$. The sign is as expected: when the edges rise, the upper face becomes shorter.

The faces carry no load, so the stress normal to the plate vanishes. Let both in-plane stresses equal $\sigma$. The elastic strain in the $x$ direction is the part caused by $\sigma_{xx}$ minus the Poisson contraction caused by $\sigma_{yy}$:
$$e_{\rm el}=\frac{\sigma-\nu\sigma}{E}=\frac{\sigma}{M}.$$
The elastic strain is the total strain minus the strain of the free material. The latter is zero in the substrate and $-\varepsilon$ in the film, which gives the two stress laws.

This stress depends on $z$ alone and has no shear component, so each volume element in the interior is in equilibrium. ∎

At the rim the stress should vanish at every height. The solution can satisfy this condition in the mean, through zero total force and zero total moment. The remaining stresses at the rim have no resultant, and by Saint-Venant's principle their effect fades over a distance of order $h$. Assumption 4 is needed for this reason, and the size of the edge effect is given in Part II.

Only the combination $M$ has entered. Layers with different $E$ and $\nu$ therefore count as equal in this theorem if their values of $E/(1-\nu)$ agree.

### Lemma 2: the curvature

**Statement.** Under the assumptions above,
$$e_0=-\varepsilon\frac{h_f}{h},\qquad \kappa=\frac{6\varepsilon h_fh_s}{(h_f+h_s)^3}.$$

**Proof.** No outside force acts, so the stress integrated through the thickness must vanish on any cut:
$$0=\int_{-h/2}^{h/2}M(e_0-\kappa z)\,dz+\int_{\rm film}M\varepsilon\,dz .$$
The integral of $z$ over the symmetric interval is zero. What remains is $Me_0h+M\varepsilon h_f=0$, which gives $e_0$.

No outside moment acts either, so
$$0=\int_{-h/2}^{h/2}M(e_0-\kappa z)z\,dz+M\varepsilon\int_{\rm film}z\,dz .$$
In the first integral the term with $e_0$ vanishes by symmetry, and $\int z^2dz=h^3/12$. The second integral is the film thickness times the height of the film's centre. That height is
$$\frac h2-\frac{h_f}{2}=\frac{h_s}{2}.$$
Hence
$$-\frac{M\kappa h^3}{12}+\frac{M\varepsilon h_fh_s}{2}=0 .$$
The modulus cancels, and multiplication by $12/(Mh^3)$ gives the stated curvature. ∎

The two factors have opposite tendencies. The product $h_fh_s$ measures the bending moment of the misfit: a thicker film pulls harder, and its centre stays at the distance $h_s/2$ from the mid-plane. The factor $h^3$ measures the resistance to bending, which also grows when the film is thickened.

### Theorem 1

**Statement.** Let $\varepsilon>0$ and $h_s$ be fixed, and let the assumptions hold for every film thickness compared. Then $\kappa$ has one maximum over all $h_f>0$. It lies at
$$h_f=\frac{h_s}{2},\qquad\text{and there}\qquad \kappa_{\max}=\frac{8\varepsilon}{9h_s}.$$

**Proof.** Differentiate Lemma 2 with respect to $h_f$. Since $h_s$ is fixed, $dh/dh_f=1$, and the product rule gives
$$\frac{d\kappa}{dh_f}=6\varepsilon h_s\left(\frac1{h^3}-\frac{3h_f}{h^4}\right)=\frac{6\varepsilon h_s(h-3h_f)}{h^4}=\frac{6\varepsilon h_s(h_s-2h_f)}{h^4}.$$
All factors except $h_s-2h_f$ are positive. The curvature therefore rises for $h_f<h_s/2$ and falls for $h_f>h_s/2$, so the stationary point is the unique global maximum.

At this point $h=3h_s/2$ and $h_fh_s=h_s^2/2$. Therefore
$$\kappa_{\max}=6\varepsilon\,\frac{h_s^2/2}{27h_s^3/8}=\frac{24\varepsilon}{27h_s}=\frac{8\varepsilon}{9h_s}.\qquad∎$$

**A proof without derivatives.** Write the total thickness as the sum of the three positive lengths $h_f$, $h_s/2$ and $h_s/2$. Their arithmetic mean is at least their geometric mean:
$$\frac h3\ge\left(\frac{h_fh_s^2}{4}\right)^{1/3},\qquad\text{so}\qquad h^3\ge\frac{27h_fh_s^2}{4}.$$
Inserting this in Lemma 2 gives $\kappa\le 8\varepsilon/(9h_s)$. Equality requires the three lengths to be equal, which means $h_f=h_s/2$.

### Remarks on limits and on what is held fixed

**Thin film.** For $h_f\ll h_s$, the total thickness may be replaced by $h_s$, and Lemma 2 becomes the Stoney form
$$\kappa_{\rm St}=\frac{6\varepsilon h_f}{h_s^2}.$$
It grows without limit as $h_f$ grows and has no maximum. The ratio of the two expressions is $\kappa_{\rm St}/\kappa=(1+\eta)^3$. At the optimum this equals $(3/2)^3=3.375$, so the thin-film form cannot be used there.

**Thick film.** For $h_f\gg h_s$, $\kappa\approx6\varepsilon h_s/h_f^2$. The layers have exchanged roles: the film is now the thick body, and the substrate is the thin layer that bends it.

**Flatness of the maximum.** Put $h_f=(1+\delta)h_s/2$, so that $\eta=(1+\delta)/2$. From $\ln\kappa=\ln\eta-3\ln(1+\eta)+\text{constant}$, the second derivative with respect to $\eta$ at $\eta=1/2$ is
$$-\frac1{\eta^2}+\frac3{(1+\eta)^2}=-4+\frac43=-\frac83 .$$
Since the change of $\eta$ is $\delta/2$, to second order
$$\frac{\kappa}{\kappa_{\max}}\approx1-\frac12\cdot\frac83\cdot\frac{\delta^2}{4}=1-\frac{\delta^2}{3}.$$
A film 10 % thicker or thinner than the optimum lowers the curvature by only 0.3 to 0.4 % of its maximum.

**Other comparisons.** The position of the maximum depends on the quantity held fixed. If $h$ is fixed, the product $h_f(h-h_f)$ must be greatest, and this happens at $h_f=h/2$, with equal layers. If the film thickness is fixed and the substrate is varied, the symmetry of Lemma 2 in $h_f$ and $h_s$ gives $h_s=h_f/2$.

### Lemma 3: stresses

**Statement.** The film stress at its free face and at the interface is
$$\sigma_{\rm top}=M\varepsilon\frac{h_s(h_s-2h_f)}{h^2},\qquad
\sigma_{\rm int}=M\varepsilon\frac{h_s(h_s^2-h_fh_s+4h_f^2)}{h^3}.$$

**Proof.** At the free face $z=h/2$. Inserting $e_0$ and $\kappa$ gives
$$\frac{\sigma_{\rm top}}{M\varepsilon}=1-\frac{h_f}{h}-\frac{3h_fh_s}{h^2}=\frac{h_s}{h}-\frac{3h_fh_s}{h^2}=\frac{h_s(h-3h_f)}{h^2},$$
and $h-3h_f=h_s-2h_f$. At the interface $z=h/2-h_f=(h_s-h_f)/2$, so
$$\frac{\sigma_{\rm int}}{M\varepsilon}=\frac{h_s}{h}-\frac{3h_fh_s(h_s-h_f)}{h^3}=\frac{h_s\left(h^2-3h_fh_s+3h_f^2\right)}{h^3}.$$
Expanding $h^2=h_s^2+2h_fh_s+h_f^2$ gives the stated result. ∎

At the optimum, $e_0=-\varepsilon/3$ and $\kappa h_s=8\varepsilon/9$. The free face, the interface and the bottom lie at $z=3h_s/4$, $h_s/4$ and $-3h_s/4$. The stresses, divided by $M\varepsilon$, are:

- film, free face: $1-\frac13-\frac23=0$;
- film, interface: $1-\frac13-\frac29=\frac49$;
- substrate, interface: $-\frac13-\frac29=-\frac59$;
- substrate, bottom: $-\frac13+\frac23=\frac13$.

The film stress thus falls linearly to zero at the free face.

### Proposition 1: why the curvature stops rising

**Statement.** For equal moduli,
$$\frac{d\kappa}{dh_f}=\frac{6\sigma_{\rm top}}{Mh^2}.$$

**Proof.** Compare two plates whose films differ by a thin top layer of thickness $\delta h$. The added layer has the same misfit to the substrate as the rest of the film. If it is joined to the thinner plate without changing that plate's shape, it carries the stress $\sigma_{\rm top}$. Its force per unit width is $\sigma_{\rm top}\delta h$, and its distance from the mid-plane is $h/2$. To first order in $\delta h$, the plate answers this moment with a change of curvature $\delta\kappa$ such that
$$\frac{Mh^3}{12}\,\delta\kappa=\sigma_{\rm top}\,\delta h\,\frac h2 .$$
Solving for $\delta\kappa/\delta h$ gives the statement. Inserting $\sigma_{\rm top}$ from Lemma 3 reproduces the derivative in Theorem 1. ∎

A tensile top layer pulls the edges up. At $h_f=h_s/2$ the mean contraction and the bending together have shortened the upper face by the full misfit, so another layer fits without stress and has no effect. Beyond this thickness the next layer is compressed and pushes the edges down.

**Remark: layers deposited under constant stress.** The theorem compares plates whose films have one common misfit, as after bonding or coating at one temperature followed by cooling. It does not describe a film whose every new layer arrives with a fixed stress $\sigma_g$ on the already bent surface. In that case $\sigma_{\rm top}$ in Proposition 1 is replaced by $\sigma_g$, and integration from zero film thickness gives
$$\kappa=\frac{6\sigma_g}{M}\int_0^{h_f}\frac{dt}{(h_s+t)^2}=\frac{6\sigma_g}{M}\left(\frac1{h_s}-\frac1h\right)=\frac{6\sigma_gh_f}{Mh_sh}.$$
This rises steadily towards $6\sigma_g/(Mh_s)$ and has no maximum. The uniform misfit in assumption 2 is therefore essential.

## Part II. Conditions, failure and a copper-on-silicon example

### Symbols and results taken from Part I

The film and substrate thicknesses are $h_f$ and $h_s$, with $h=h_f+h_s$ and $\eta=h_f/h_s$. The free film would be shorter than the substrate by the strain $\varepsilon>0$. The height $z$ is measured upward, the film is on top, and the strain is $e_0-\kappa z$. Positive $\kappa$ means raised edges, and tension is positive. The biaxial modulus is $M=E/(1-\nu)$. For equal moduli,
$$\kappa=\frac{6\varepsilon h_fh_s}{h^3},\qquad \kappa_{\max}=\frac{8\varepsilon}{9h_s}\quad\text{at}\quad h_f=\frac{h_s}{2},$$
and the stress at the free face of the film vanishes at this maximum.

### Theorem 2: unequal moduli

**Statement.** Let the film and substrate have biaxial moduli $M_f$ and $M_s$, with $n=M_f/M_s$, and keep the other assumptions. At fixed $\varepsilon$, $h_s$ and $n$, the curvature has one maximum. Its position and height satisfy
$$n\eta^2(3+2\eta)=1,\qquad \kappa h_s=\frac{2\varepsilon}{1+2\eta+n\eta^2}.$$
The maximum lies at $\eta=1/2$ if and only if $n=1$.

**Proof, step 1: the curvature vanishes for very thin and very thick films.** Let $N$ be the tensile force per unit width in the film. The substrate then carries $-N$. The centres of the layers are $h/2$ apart, so these forces form the moment $Nh/2$. It is balanced by the bending of the two layers about their own centres:
$$\frac{Nh}{2}=\frac{\kappa}{12}\left(M_fh_f^3+M_sh_s^3\right).$$
The strains of the layers must agree at the interface. The interface lies $h_f/2$ below the film's centre and $h_s/2$ above the substrate's centre, so
$$\frac{N}{M_fh_f}-\varepsilon+\frac{\kappa h_f}{2}=-\frac{N}{M_sh_s}-\frac{\kappa h_s}{2}.$$
Collecting the terms and inserting $N$ from the moment balance gives
$$\kappa\left[\frac{M_fh_f^3+M_sh_s^3}{6h}\left(\frac1{M_fh_f}+\frac1{M_sh_s}\right)+\frac h2\right]=\varepsilon .$$
The bracket is positive, so there is one equilibrium, and it has $\kappa>0$. For $h_f\to0$ the term with $1/(M_fh_f)$ makes the bracket infinite. For $h_f\to\infty$ the term $h/2$ does so. Hence $\kappa\to0$ in both limits, and the smooth positive function $\kappa(h_f)$ has a maximum between them.

For equal moduli, the curvature is greatest when the film is half as thick as the substrate; for unequal moduli, step 1 has shown that a maximum exists. It remains to prove that this maximum is unique and find its position, then to examine the limit of small deflection and work through the copper-on-silicon example.
